\section*{Why a spacing error rescales γ but not the power-law exponent}

\section{A lifetime sixteen times too long}

An engineer stresses a low-$k$ dielectric between copper lines, divides each voltage by the drawn spacing of 35 nm, and fits the failure times with a linear-field law. The acceleration coefficient comes out as 4.64 cm/MV. The lines are in fact 28 nm apart, and with the true field the same data give 3.71 cm/MV.

The wrong coefficient is now used on a second structure of the same material, whose spacing is accurately known. Its life has been measured at 5 MV/cm and is extrapolated to 2 MV/cm. If the linear law holds, the predicted life is too long by the factor
\begin{equation}
e^{(4.6354-3.7084)\times(5-2)}=e^{2.78}\approx 16 .
\end{equation}
Had the engineer fitted a power law, and had that law held, the same spacing error would have done no harm to this extrapolation, because the fitted exponent does not depend on the spacing used. The reason lies in how each law uses the field.

\section{The model}

Let $s_{\rm nom}$ be the spacing the analyst believes and $s$ the true one, with
\begin{equation}
s=c\,s_{\rm nom}.
\end{equation}
The number $c$ is unknown but is the same for every sample and every voltage $V$. The true and nominal fields are then
\begin{equation}
E=\frac{V}{s}=\frac{V}{c\,s_{\rm nom}}=\frac{E_{\rm nom}}{c},
\qquad E_{\rm nom}=\frac{V}{s_{\rm nom}} .
\label{eq:conv}
\end{equation}
For $c<1$ the true field is higher than the nominal one. Inside logarithms, the failure time $t$ is measured in seconds and fields in MV/cm. The two laws to be fitted are
\begin{align}
\ln t&=a-\gamma E &&\text{(linear field)},\\
\ln t&=b-n\ln E &&\text{(power law)}.
\end{align}
Inserting \eqref{eq:conv} gives
\begin{align}
\ln t&=a-\frac{\gamma}{c}\,E_{\rm nom},\label{eq:lin}\\
\ln t&=b-n\left(\ln E_{\rm nom}-\ln c\right)
=(b+n\ln c)-n\ln E_{\rm nom}.\label{eq:pow}
\end{align}
A constant factor stretches a linear axis, which changes the slope of a line drawn on it. It shifts a logarithmic axis, which leaves the slope alone and moves the intercept.

\section{From the laws to the fitted numbers}

Real data scatter and need not follow either law, so the statement has to be shown for the fit itself. Write $y=\ln t$, let $x$ be the field variable, and let bars denote averages over the samples. The least-squares line has
\begin{equation}
\text{slope}=\frac{\sum_i (x_i-\bar x)(y_i-\bar y)}{\sum_i (x_i-\bar x)^2},
\qquad
\text{intercept}=\bar y-\text{slope}\times\bar x .
\label{eq:ols}
\end{equation}

For the linear law, going from true to nominal field replaces every $x_i$ by $c\,x_i$. The numerator gains a factor $c$ and the denominator $c^2$, so the slope is divided by $c$. The product of slope and $\bar x$ stays the same, and so does the intercept:
\begin{equation}
\gamma_{\rm nom}=\frac{\gamma}{c},\qquad a_{\rm nom}=a .
\end{equation}

For the power law, $x_i=\ln E_i$ is replaced by $x_i+\ln c$. The mean moves by the same amount, so every deviation $x_i-\bar x$ is unchanged, and with it the slope $-n$. The intercept becomes $\bar y+n(\bar x+\ln c)$:
\begin{equation}
n_{\rm nom}=n,\qquad b_{\rm nom}=b+n\ln c .
\end{equation}

Least squares is not essential. Each line on one axis has a partner on the other that assigns the same fitted value to every sample. A criterion that judges a line by its fitted values alone therefore selects partner lines. Maximum likelihood with Weibull-distributed times is of this kind. For the power law the intercept must be free: if $b$ were held at a prescribed value, the shift $n\ln c$ would have nowhere to go and would distort $n$.

\section{The numbers}

The example uses synthetic failure times, 15 at each of four voltages, for $s_{\rm nom}=35$ nm and $s=28$ nm, so $c=0.8$. The times scatter with Weibull shape 1.5 about a scale that follows a third law, in which $\ln t$ falls linearly with $\sqrt E$. Neither fitted law is the one that made the data.

\begin{center}
\begin{tabular}{cccc}
$V$ (V) & $E_{\rm nom}$ (MV/cm) & $E$ (MV/cm) & mean $\ln t$\\
14.0 & 4.0000 & 5.0000 & 8.8598\\
15.5 & 4.4286 & 5.5357 & 6.5670\\
17.0 & 4.8571 & 6.0714 & 4.7689\\
18.5 & 5.2857 & 6.6071 & 2.8371
\end{tabular}
\end{center}

Because each voltage has the same number of samples, the four means give the same slopes as all 60 points. The true fields deviate from their mean by $\pm0.8036$ and $\pm0.2679$ MV/cm, so \eqref{eq:ols} gives
\begin{equation}
\gamma=-\frac{0.8036\,(2.8371-8.8598)+0.2679\,(4.7689-6.5670)}
{2\,(0.8036^2+0.2679^2)}=\frac{5.32}{1.435}\approx3.71\ \text{cm/MV}.
\end{equation}
On the nominal axis the deviations are 0.8 times as large. The numerator becomes 4.26, the denominator 0.918, and the quotient 4.64 cm/MV, which is $3.71/0.8$.

For the power law, the deviations of $\ln V$ from its mean are $-0.1437$, $-0.0419$, $0.0505$ and $0.1351$. They are also the deviations of $\ln E$ and of $\ln E_{\rm nom}$, since the spacing cancels. The numerator of \eqref{eq:ols} is $-0.924$ and the denominator $0.0432$, so $n=21.4$ on both axes. The intercept moves from 43.27 to 38.49, a change of $21.396\ln0.8=-4.77$.

Weibull maximum likelihood gives slightly different coefficients with the same behaviour: $\gamma$ goes from 3.750 to 4.687 cm/MV, again a ratio of 1.25, and $n$ is 21.54 on both axes.

\section{What the exponent measures}

The coefficient $\gamma$ is an inverse field. It answers the question ``how much does $\ln t$ fall per MV/cm?'', and the answer needs a correct field scale. The exponent answers ``how much does $\ln t$ fall per fractional increase of field?'' A fractional increase of field at fixed spacing is the same as a fractional increase of voltage, and the voltage is known. An unknown constant factor in the spacing acts like an unknown unit of field: changing from MV/cm to V/nm also rescales $\gamma$ and leaves $n$ alone.

The local slopes of any smooth lifetime curve are related by
\begin{equation}
n_{\rm loc}=-\frac{d\ln t}{d\ln E}=-E\,\frac{d\ln t}{dE}=E\,\gamma_{\rm loc}.
\end{equation}
In this product the factor $1/c$ in $\gamma$ cancels the factor $c$ in the field. At the middle voltage, 16.25 V, $\gamma E$ is $3.708\times5.804=21.5$ with true values and $4.635\times4.643=21.5$ with nominal ones. The fitted $n=21.4$ is close but not identical, mainly because the logarithmic fit is centred on the geometric mean of the voltages, 16.16 V, and not on 16.25 V; there $\gamma E=21.4$.

\section{Other field laws}

Suppose $\ln t$ is fitted as a straight line in $E^p$. Since $E^p=c^{-p}E_{\rm nom}^p$, the slope is multiplied by $c^{-p}$. For $c=0.8$ the factor is 1.25 for $p=1$, 1.118 for the square-root law, 1.023 for $p=0.1$, and 0.8 for the reciprocal-field law, $p=-1$. As $p\to0$ it tends to 1, while the rescaled variable $(E^p-1)/p$ tends to $\ln E$. The power law is this limit.

No other smooth field variable $\varphi(E)$ has an unchanged least-squares slope for all data and all $c$. Let $\mathbf x$ and $\mathbf x'$ be the lists of deviations of $\varphi(E)$ and $\varphi(E_{\rm nom})$ from their means. By \eqref{eq:ols}, equal slopes for every possible $\mathbf y$ require
\begin{equation}
\frac{\mathbf x}{|\mathbf x|^2}=\frac{\mathbf x'}{|\mathbf x'|^2}.
\end{equation}
Taking lengths of both sides gives $|\mathbf x|=|\mathbf x'|$, hence $\mathbf x=\mathbf x'$. The two variables may then differ only by a constant that does not depend on the field. Writing $u=1/c$ and naming the nominal field $E$ for the moment, this means $\varphi(uE)=\varphi(E)+h(u)$. Differentiating with respect to $E$, and then with respect to $u$ at $u=1$, gives
\begin{equation}
u\,\varphi'(uE)=\varphi'(E)
\;\;\Rightarrow\;\;
\varphi'(E)+E\varphi''(E)=\frac{d}{dE}\left[E\varphi'(E)\right]=0 .
\end{equation}
So $E\varphi'$ is a constant $C_2$, and $\varphi=C_1+C_2\ln E$.

\section{What the invariance does not protect}

As long as the coefficients of the law are fitted freely, the data cannot reveal $c$; only a slope known independently, for a law other than the power law, would fix it. The rms residual in $\ln t$ is 0.882 for the linear fit and 0.877 for the power-law fit, and each value is the same on both axes. Predictions for the same structure at a given voltage do not depend on $c$ either. At 3.3 V the linear fit gives a typical life (the exponential of the mean $\ln t$) of $10^{9.95}$ s on either axis, and the power law $10^{17.26}$ s.

The error appears when a fit is carried to a structure of known spacing. If the whole nominal fit is used there, intercept included, the errors in $\ln t$ at true field $E$, relative to the same law fitted with the true spacing, are
\begin{equation}
\Delta_{\rm lin}=-\gamma E\left(\frac1c-1\right),\qquad
\Delta_{\rm pow}=n\ln c .
\end{equation}
At 2 MV/cm these are $-3.708\times2\times0.25=-1.85$ and $-4.77$. The predicted life is 0.16 of the correct one for the linear law and 0.0084 for the power law. With these parameters the power law suffers more at fields below $4.774/(0.25\times3.708)\approx5.1$ MV/cm, although its exponent is right. The invariance pays off when the prefactor is measured afresh on the new structure, as in the opening example, so that the old fit supplies nothing but the exponent.

\section{When the factor is not constant}

\textbf{Random spacing.} If the spacing varies from sample to sample by a small fraction $\delta$, independently of voltage, the power law gains a term $n\ln(1+\delta)\approx n\delta$ in $\ln t$. A 3\% spread adds a scatter of $21.4\times0.03=0.64$. In repeated synthetic draws this moved the fitted $n$ by 0.81 (standard deviation) with a mean shift that is zero within its sampling error of 0.013. If the power law holds, the exponent becomes less certain but is not biased. If another law holds, the added scatter depends on field: under the square-root law a 3\% spread leaves the least-squares $n$ almost unchanged but lowers the Weibull maximum-likelihood $n$ by about 0.2. For comparison, the scatter already in the data gives $n$ a standard error of 1.1.

\textbf{Pooled spacings.} Let a second structure have a nominal spacing of 50 nm and the same loss of 7 nm, so that $c=0.86$. Each group $g$ obeys \eqref{eq:pow} with its own $c_g$, and one common line through both gives
\begin{equation}
n_{\rm pool}=n\left[1-\frac{\operatorname{cov}(\ln c_g,\ln E_{\rm nom})}{\operatorname{var}(\ln E_{\rm nom})}\right].
\end{equation}
With the wider structure stressed at 22 to 28 V, the group with larger $c$ sits at higher nominal fields on average. The covariance is positive, and scatter-free power-law data with $n=21.4$ return 18.7, which is 13\% too low. A separate intercept for each spacing restores 21.4.

\textbf{Voltage offset.} If a constant voltage $V_0$ is lost outside the dielectric, $E=(V-V_0)/s$, and the roles are exchanged. The linear axis is shifted, so $\gamma$ survives. The apparent exponent is multiplied by $d\ln(V-V_0)/d\ln V=V/(V-V_0)$. For $V_0=0.5$ V this is $16.25/15.75=1.03$ at mid-range, and the fit gives 22.1.

\section{Beside real interconnects}

The spacing, fields, relative permittivity (2.7) and elastic modulus (8 GPa) are round values, roughly typical of carbon-doped oxide between closely spaced copper lines. The 20\% spacing error was chosen large enough to be plainly visible. Real lines have rough edges and alignment errors, so a single $c$ is only an approximation; the spread and pooling results above are two examples of what its failure does to $n$, and the size of the effect depends on the spread, the spacings and the voltages chosen. Compression of the dielectric by the field also makes $c$ depend on voltage, but the strain estimated from the Maxwell stress on a free layer is 0.065\% at the highest voltage and raises the apparent $n$ by 0.1\%; lateral constraint and electrostriction can change both numbers by up to a factor of about two, which leaves them negligible. The true stress fields, up to 6.6 MV/cm, are high for such a film and approach its breakdown range, where a real failure mechanism may differ from the one at use fields. Stress and use were taken at the same temperature, and copper drift and moisture were left out.

A much larger uncertainty is the choice of law. The two fits describe the stress data almost equally well, yet at 3.3 V they differ by 7.3 decades, and the law that generated the data lies between them at $10^{12.83}$ s. That $n$ is insensitive to a spacing factor is a property of the logarithmic axis and is no evidence that the power law is the right one. The values used here are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
nominal, true spacing: 35.0, 28.0 nm; c = 0.800
samples per voltage: 15; Weibull shape 1.5
generating law: root coefficient 18.0 (cm/MV)^0.5
  Weibull scale 10000 s at true 5.0 MV/cm
V (V), E_nom, E_true (MV/cm), mean ln(t/s):
  14.0  4.0000  5.0000  8.8598
  15.5  4.4286  5.5357  6.5670
  17.0  4.8571  6.0714  4.7689
  18.5  5.2857  6.6071  2.8371
gamma, true field: 3.7084 cm/MV
gamma, nominal field: 4.6354 cm/MV
gamma ratio nominal/true: 1.2500
intercept a, true and nominal: 27.2799, 27.2799
exponent n, true and nominal: 21.3960, 21.3960
intercept b, true field: 43.2676
intercept b, nominal field: 38.4932
n ln c: -4.7744
max. likelihood gamma true, nom: 3.7496, 4.6870 cm/MV
max. likelihood n true, nominal: 21.5360, 21.5360
gamma*E at 16.25 V, true, nom: 21.522, 21.522
rms residual in ln t, linear, both axes: 0.8822, 0.8822
rms residual in ln t, power, both axes: 0.8773, 0.8773
axis E^p, p = 1.0: slope ratio nominal/true 1.2500
axis E^p, p = 0.5: slope ratio nominal/true 1.1180
axis E^p, p = 0.1: slope ratio nominal/true 1.0226
axis E^p, p = -1.0: slope ratio nominal/true 0.8000
log10(life/s) at 3.3 V, same structure:
  linear fit, true and nominal: 9.95, 9.95
  power fit, true and nominal: 17.26, 17.26
  generating law: 12.83
transfer to known spacing at 2.0 MV/cm:
  linear: ln error -1.854, life factor 0.1566
  power: ln error -4.774, life factor 0.00844
standard error of n from scatter of the data: 1.11
random spacing spread 3%: ln t scatter 0.642
  resulting shift of n: mean 0.001, sd 0.810
second structure: nominal 50, true 43 nm, c = 0.860
  its voltages: 22 to 28 V, step 2 V
  n pooled: 18.709; separate intercepts: 21.396
offset 0.5 V: gamma 3.7084 cm/MV, n 22.085
relative permittivity 2.7, modulus 8.0 GPa
  strain at top voltage: 0.0652 %
  change of n by compression: 0.100 %
\end{verbatim}
